Flexural instability of unsupported graphene under equibiaxial compression

**Problem**

A graphene sheet without a substrate is held flat by a frame that makes it 0.1 percent shorter, in both in-plane directions, than its stress-free size near absolute zero. Treat it as an isotropic elastic membrane with two-dimensional Young's modulus Y = 340 N/m, Poisson ratio ν = 0.165 and bending rigidity κ = 1.4 eV. Above which wavelength are harmonic flexural waves unstable? How fast do they grow, what stops them, and up to what temperature is the answer useful?

A sheet with free edges would expand and lose its compression, so the frame is essential. To leave edge shapes aside, take a periodic sheet whose in-plane size is fixed. The compressive strain is ε = 0.001, counted positive. Zero-point motion is taken to be included in the stress-free size and in the elastic constants.

**First estimate by scaling**

Let the sheet bend to a height h over a length ℓ. Its curvature is of order h/ℓ², so bending costs an energy per area of order κh²/ℓ⁴. The slope h/ℓ lets the sheet store extra length, a strain of order h²/ℓ². Against a compressive stress of order Yε this releases an energy per area Yεh²/ℓ². The two balance at

ℓ ~ √(κ/(Yε)) = √(2.243×10⁻¹⁹ J / 0.34 N/m) ≈ 0.8 nm.

Longer deformations gain more than they cost. The estimate gives the dependence on κ, Y and ε, but cannot say whether ℓ is a wavelength or an inverse wavenumber.

**Exact solution of the harmonic model**

*Stress.* Hooke's law for a sheet reads ε_xx = (σ_xx − νσ_yy)/Y. With ε_xx = ε_yy = −ε and σ_xx = σ_yy = −s, it gives −ε = −s(1 − ν)/Y, so

s = Yε/(1 − ν) = 340 × 0.001/0.835 N/m = 0.4072 N/m.

The factor 1/(1 − ν) arises because compression along y makes the sheet push outward along x as well.

*Energy.* A line element dx that also rises by (∂h/∂x)dx has its squared length increased by (∂h/∂x)²dx². For small slopes this adds ½(∂h/∂x)² to ε_xx, and likewise for y. The existing stress −s does work on this added strain, which changes the energy per area by −½s|∇h|².

An in-plane displacement u also adds strain, but its product with the uniform stress is a total derivative and integrates to zero over the periodic sheet. What remains is quadratic in the combined strain from u and h. Since the best u is of order h², this part is of order h⁴. To second order in h, therefore,

E = ½∫[κ(∇²h)² − s|∇h|²] dx dy.

The Gaussian-curvature term of bending is, to this order, also a total derivative and drops out.

*Motion.* Vary h by δh and integrate by parts:

δE = ∫[κ∇²h ∇²δh − s∇h·∇δh] dx dy = ∫[κ∇⁴h + s∇²h] δh dx dy.

The force per area is minus the bracket. With mass per area ρ,

ρ ∂²h/∂t² = −κ∇⁴h − s∇²h.

For a wave exp(iq·r − iωt), ∇² becomes −q² and ∇⁴ becomes q⁴, so

ρω² = κq⁴ − sq².

The right side is negative, and one of the two solutions grows, for 0 < q < q_c with q_c = √(s/κ). At q = 0 the sheet merely shifts as a whole. The threshold wavelength is

λ_c = 2π/q_c = 2π√(κ(1 − ν)/(Yε)).

*Numbers.* Here q_c² = 0.4072/(2.243×10⁻¹⁹) m⁻² = 1.815×10¹⁸ m⁻², hence q_c = 1.347 nm⁻¹ and

λ_c = 4.66 nm, or about 4.7 nm.

Waves on either side confirm the direction of the inequality. At 4 nm, ρω² = +3.61×10¹⁷ N/m³ and the wave oscillates at 0.110 THz. At 5 nm, ρω² = −8.37×10¹⁶ N/m³ and the wave grows at a rate of 0.33 ps⁻¹. These rates use ρ = 7.61×10⁻⁷ kg/m², from a rough lattice constant a = 0.246 nm.

**Comparison of the two answers**

The ratio of the exact result to the scaling length is 2π√(1 − ν) = 5.74. Most of it is the factor 2π: the balance fixes an inverse wavenumber. Reading ℓ as 1/q gives 5.10 nm. The remaining factor √(1 − ν) = 0.914 comes from the biaxial stress and brings this down to 4.66 nm.

The scaling λ_c ∝ ε^(−1/2) survives unchanged. Solved for strain, the threshold for a given wavelength is

ε_c(λ) = 4π²κ(1 − ν)/(Yλ²).

A 1 µm wave needs only 0.001 × (4.66/1000)² ≈ 2×10⁻⁸. In a large sheet the longest waves therefore become unstable far below 0.1 percent; 4.7 nm is the short-wave edge of the unstable band at that strain, not the place where buckling begins. Conversely, a square periodic sheet with sides shorter than λ_c has no room for an unstable wave.

The counting can be tested on a periodic ring 40 nm long, with waves running around it. Since 40/4.66 = 8.6, the waves with 1 to 8 periods should be unstable, each as a sine and a cosine. Diagonalizing the finite-difference operator on 800 points gives 16 unstable modes, as expected.

**The fastest wave, and the effect of a support**

Write the growth rate as Γ, with Γ² = (sq² − κq⁴)/ρ. Its derivative with respect to q² vanishes at q² = s/(2κ) = q_c²/2. The fastest wavelength is thus √2 λ_c = 6.60 nm, and

Γ_max = s/(2√(ρκ)) = 0.493 ps⁻¹,

an e-folding time of 2.03 ps.

Suppose a support pulls the sheet back with a linear spring constant g per area. Then g is added to ρω², and completing the square gives

ρω² = κ(q² − s/(2κ))² + g − s²/(4κ).

All waves are stable if g > s²/(4κ) = 1.85×10¹⁷ N/m³. This condition assumes a rigid support and small displacements.

**What stops the growth**

Take one straight ripple h = A cos(qx). The strain it adds along x is

½A²q² sin²(qx) = ¼A²q²[1 − cos(2qx)].

The oscillating part would only add positive stretching energy. The displacement u = (A²q/8) sin(2qx) removes it, since du/dx = ¼A²q² cos(2qx). A uniform strain e = A²q²/4 remains.

The strain along y is fixed, so the added stresses obey Δσ_yy = νΔσ_xx, and Hooke's law gives Δσ_xx = Ye/(1 − ν²). The mean bending energy per area is ¼κq⁴A² = κq²e. The total change is

ΔE/area = −(s − κq²)e + Ye²/(2(1 − ν²)).

For q < q_c its minimum is at

e = (s − κq²)(1 − ν²)/Y.

For the fastest wave κq² = s/2, so e = ε(1 + ν)/2 = 0.0583 percent. With q = 0.953 nm⁻¹ the amplitude is A = 2√e/q = 0.0507 nm. Minimizing a numerically relaxed membrane energy over A also gives 0.0507 nm.

This is the minimum for one straight ripple of that wavelength. Growth of this one wave ends because the stretching energy, of order A⁴, rises faster with amplitude than the energy released by the compression, of order A². With damping, a straight ripple settles at the minimum only in a cell one wavelength long. In a longer sheet the stress along x is still −s/2 = −κq² at that minimum, so longer straight waves keep growing and the ripple coarsens toward the longest wave that fits. For a cell four wavelengths long the formulas above, with q/4, give A = 0.28 nm. Without damping, in a cell one wavelength long and with u adjusting at once, a ripple that starts from almost nothing overshoots and turns back where ΔE returns to zero, at √2 times this amplitude. At the minimum the stress along y is still −s + νs/2 = −0.92s, so the ripple has hardly relieved the compression in that direction. A weak second ripple along y, of the same wavelength, gains (0.92 − 0.50)s per unit of strain it stores and pays only 0.24s for the stretching where the two ripples cross. It therefore grows, and the straight ripple is not the lowest state.

**Where the harmonic threshold fails**

*Geometry and lattice.* Repeating the threshold calculation with the exact metric and curvature of a bent surface, and with Hooke's law written in the Green strain, gives 4.665 nm instead of 4.663 nm. Writing Hooke's law in the Biot or logarithmic strain instead also changes the threshold by less than 0.2 percent. Atomic discreteness is left out, but its effect should also be small. Replacing a second derivative by differences over a spacing a changes q² by the relative amount (qa)²/12, which is 0.9 percent at q_c. This is an estimate of size, not a lattice calculation.

*Length stored in thermal ripples.* Thermal waves also take up projected length. The mean added strain in each direction is ½⟨(∂h/∂x)²⟩ = ¼⟨|∇h|²⟩. For an estimate, count only waves above q_c and give them the unstressed frequency ω = √(κ/ρ)q². Half of each mode's thermal energy ħωn is potential, where n is the Bose occupation, so ⟨|h_q|²⟩ = ħn/(ρωS) for a sheet of area S. Zero-point motion is left out because the reference size already includes it; measured from a static lattice, ε would need a zero-point correction that cannot be assumed small beside it. Summing over modes,

¼⟨|∇h|²⟩ = ¼∫ (q³dq/2π) ħn/(ρω) = (ħ/(16πκ)) ∫ n dω,

because q³dq = ρω dω/(2κ). The integral from ω_c = √(κ/ρ)q_c² upward gives

¼⟨|∇h|²⟩ = −(k_BT/(16πκ)) ln(1 − e^(−x)), x = ħω_c/(k_BT) = 7.53 K/T.

This is 0.0055 percent at 30 K but 0.136 percent at 300 K, more than the whole imposed compression. These figures are lower estimates. Waves below q_c, treated as unstressed and classical, add about (k_BT/(8πκ)) ln(L/λ_c) for a sheet of side L. At 30 K this is roughly 0.02 percent for 40 nm and 0.04 percent for 1 µm, falling to about 0.01 percent once the stiffening of long waves described next is roughly allowed for. With the stressed frequency, the part above q_c would also grow logarithmically as q approaches q_c. The comparison applies because ε is measured from the stress-free size near absolute zero; measured from the thermally rippled stress-free size, the same ε would be a different state.

*Stiffening by thermal ripples.* Ripples also resist further bending. At each nonzero wavevector k, in-plane motion relaxes the stresses acting along k and leaves only the strain transverse to k, with modulus Y:

T_k = ½Σ_p (p×k̂)² h_p h_(k−p), energy per area ½Σ_k Y|T_k|².

A chosen h_q enters T_k twice, as h_q h_(k−q) and in the reverse order, which cancels the ½. Averaging over the other waves, and counting q and −q together, adds YΣ_k (q×k̂)⁴⟨|h_(k−q)|²⟩|h_q|² to the harmonic bending energy κq⁴|h_q|². With the classical unstressed value ⟨|h_p|²⟩ = k_BT/(Sκp⁴), and with k = rq at angle θ to q,

Δκ = (k_BTY/(4π²κq²)) ∫ r dr ∫ dθ sin⁴θ/(1 + r² − 2r cos θ)².

For r < 1 the fraction 1/(1 + r² − 2r cos θ)² is the generating series of the Gegenbauer polynomials C_n^(2)(cos θ), which are orthogonal with weight sin⁴θ. Only n = 0 survives, and the angular integral is 3π/4. For r > 1 it is 3π/(4r⁴). The two radial ranges contribute ½ each, so

Δκ/κ = 3k_BTY/(16πκ²q²).

At q_c this is 0.092 at 30 K and 0.92 at 300 K. This lowest-order estimate treats all waves as classical and unstressed, even those below q_c, which supply half of it. It is useful only while small.

Both effects oppose the instability. At 30 K, inserting κ × 1.092 and ε × 0.945 into λ_c gives roughly 5 nm, a rise of 7.5 percent. Counting the length stored below q_c as well raises this to about 15 percent or more, depending on the size of the sheet. The static answer is therefore good to 5 to 10 percent near 10 K and only a rough guide by 30 K. At 300 K the corrections are as large as the terms they correct, and 4.7 nm is then a length scale, not a predicted threshold.

**Beside a real device**

A strain of 0.1 percent is of the rough size that thermal mismatch with a chip can produce over a few hundred kelvin. A suspended sheet under tension in every in-plane direction does not have this instability. If a sheet micrometres wide is slowly compressed, the long waves respond first, and the flat state at 0.1 percent may never be reached. Near 300 K the assumption of a static, unrippled sheet fails: the estimated thermal corrections are as large as the terms they correct, and this lowest-order treatment cannot say where the threshold then lies, or whether one remains. The remaining values are listed in the numerical output.

Numbers as computed

```
2D Young's modulus Y = 340 N/m
Poisson ratio = 0.165
bending rigidity = 1.4 eV = 2.2430e-19 J
compressive strain = 0.1 percent
lattice constant (rough) = 0.246 nm
mass per area = 7.611e-07 kg/m^2
compressive stress = 0.4072 N/m
critical wavenumber = 1.3473 1/nm
critical wavelength = 4.663 nm
same, exact surface geometry = 4.665 nm
shift from finite-strain geometry = 0.026 percent
wavelength if 1/(1-nu) is forgotten = 5.103 nm
4 nm wave: rho omega^2 = 3.609e+17 N/m^3
4 nm wave: frequency = 0.1096 THz
5 nm wave: rho omega^2 = -8.366e+16 N/m^3
5 nm wave: growth rate = 0.3315 1/ps
fastest-growing wavelength = 6.595 nm
greatest growth rate = 0.4927 1/ps
e-folding time of fastest wave = 2.029 ps
stabilising substrate stiffness = 1.848e+17 N/m^3
test ring length = 40 nm
unstable modes on test ring = 16
ripple amplitude, fastest wave = 0.0507 nm
same, numerical minimum = 0.0507 nm
strain taken up by this ripple = 0.0583 percent
unstressed bending quantum at q_c / k_B = 7.53 K
30 K: strain in thermal ripples = 0.0055 percent
30 K: relative bending stiffening at q_c = 0.092
300 K: strain in thermal ripples = 0.1358 percent
300 K: relative bending stiffening at q_c = 0.920
lattice discreteness estimate = 0.92 percent
```
